# Helium's leading QED shift and the nuclear charge inside the Bethe logarithm

## Problem

The helium ground state, a spin singlet with $Z=2$, is treated with a fixed point nucleus. Atomic units are used in the algebra, so expectation values are pure numbers. The following values are given.

- The Bethe logarithm is $\ln k_0=4.370$, defined with $\mathbf P=\mathbf p_1+\mathbf p_2$, $\Delta_n=E_n-E_0$ and the rydberg, $\mathrm{Ry}=\tfrac12$ hartree, by
$$\ln k_0=\frac{\sum_n\Delta_n|\langle n|\mathbf P|0\rangle|^2\ln(\Delta_n/\mathrm{Ry})}{\sum_n\Delta_n|\langle n|\mathbf P|0\rangle|^2}.$$
- The contact densities are $D_1=\langle\delta(\mathbf r_1)+\delta(\mathbf r_2)\rangle=3.6208$ and $D_{12}=\langle\delta(\mathbf r_{12})\rangle=0.10635$.
- The Araki-Sucher value is $P=0.989$, where $\gamma$ is Euler's constant and
$$P=\lim_{a\to0}\Big\langle\frac{\theta(r_{12}-a)}{r_{12}^3}+4\pi\delta(\mathbf r_{12})(\gamma+\ln a)\Big\rangle .$$
- The electron-electron part of the shift is $\alpha^3\{[\tfrac{164}{15}+\tfrac{14}{3}\ln\alpha]D_{12}-\tfrac{7}{6\pi}P\}$.

Find the QED shift of order $\alpha^3$ hartree, trace the coefficient $164/15$ to its physical sources, and find the change of the ionization energy.

## A tempting solution

For a one-electron ion the shift of an S level is
$$E=\alpha^3\,\frac{4Z}{3}\Big[\ln\frac{1}{(Z\alpha)^2}+\frac{19}{30}-\ln k_0\Big]\langle\delta(\mathbf r)\rangle .$$
Helium has two electrons near the same nucleus, so one replaces $\langle\delta(\mathbf r)\rangle$ by $D_1$ and inserts helium's own Bethe logarithm. With $\ln\alpha^{-2}=9.8405$ and $\ln Z^2=1.3863$ the bracket is
$$9.8405-1.3863+0.6333-4.370=4.7175 .$$
The prefactor is $\tfrac83\times3.6208=9.6555$, and the electron-nucleus term becomes $45.550$. The electron-electron terms are
$$(10.9333-22.9611)\times0.10635=-1.279,\qquad-0.37136\times0.989=-0.367 .$$
The sum is $43.90\,\alpha^3$ hartree.

## Where it fails

The one-electron formula is correct when its $k_0$ is counted in units of $Z^2$ rydbergs. The given $k_0$ is counted in rydbergs. The low-energy part of the shift shows what this does.

**Low photon energies.** Let $\Lambda$ be a photon energy far above atomic energies and far below $\alpha mc^2=\alpha^{-1}$ hartree, the energy at which the reduced wavelength $1/(\alpha\Lambda)$ of the photon equals one bohr. Photons below $\Lambda$ have wavelengths long enough for the dipole approximation, so they couple to the total momentum $\mathbf P$. Second-order perturbation theory gives
$$-\frac{2\alpha^3}{3\pi}\sum_n|\langle n|\mathbf P|0\rangle|^2\int_0^\Lambda\frac{k\,dk}{\Delta_n+k}.$$
Write $k/(\Delta_n+k)=1-\Delta_n/(\Delta_n+k)$. The first piece is linear in $\Lambda$. Its one-electron parts belong to the electron mass, and its $\mathbf p_1\cdot\mathbf p_2$ part belongs to the Breit interaction, which is counted at lower order. The second piece gives $\ln(1+\Lambda/\Delta_n)$ for each state, which is replaced by $\ln(\Lambda/\Delta_n)$. The spectrum is unbounded, so this replacement fails for the highest states, and its error falls only as $\Lambda^{-1/2}$: for He$^+$ the averaged logarithm is underestimated by $1.1$ at $\Lambda=50$ hartree and by $0.74$ at $137$ hartree. With $k_0\approx40$ hartree no actual $\Lambda$ satisfies both conditions well. The split is a formal one for $\alpha\to0$, and $\Lambda$ drops out once the high-energy part is added. To leading order the second piece is
$$E_{\rm low}=\frac{2\alpha^3}{3\pi}\sum_n\Delta_n|\langle n|\mathbf P|0\rangle|^2\ln\frac{\Lambda}{\Delta_n}.$$

The weight follows from a double commutator. Since $H|0\rangle=E_0|0\rangle$,
$$\sum_n\Delta_n|\langle n|\mathbf P|0\rangle|^2=\langle\mathbf P\cdot(H-E_0)\mathbf P\rangle=\tfrac12\langle[\mathbf P,\cdot[H,\mathbf P]]\rangle .$$
Here $[H,\mathbf P]=i(\nabla_1+\nabla_2)V$, and the outer commutator gives $(\nabla_1+\nabla_2)^2V$. The repulsion $1/r_{12}$ does not change when both electrons move together, so it drops out. Each attraction gives $\nabla_i^2(-Z/r_i)=4\pi Z\delta(\mathbf r_i)$. The sum is therefore $2\pi ZD_1$, and
$$E_{\rm low}=\frac{4Z\alpha^3}{3}D_1\Big[\ln\frac{\Lambda}{\mathrm{Ry}}-\ln k_0\Big].$$

**High photon energies.** The contribution above $\Lambda$ is taken here as a known result for an electron in a weak Coulomb field:
$$E_{\rm high}=\frac{4Z\alpha^3}{3}D_1\Big[\ln\frac{mc^2}{2\Lambda}+\frac56-\frac15\Big].$$
The $5/6$ is the self-energy, including the anomalous magnetic moment, and $-1/5$ is vacuum polarization. In the sum $\Lambda$ cancels. Because $mc^2=\alpha^{-2}$ hartree $=2\alpha^{-2}$ Ry,
$$\ln\frac{\Lambda}{\mathrm{Ry}}+\ln\frac{mc^2}{2\Lambda}=\ln\frac{mc^2}{2\,\mathrm{Ry}}=\ln\alpha^{-2}.$$
The factor 2 in the high-energy logarithm is what makes the rydberg the natural unit of $k_0$. The electron-nucleus term is
$$E_{eN}=\alpha^3\frac{4Z}{3}\Big[\ln\alpha^{-2}+\frac{19}{30}-\ln k_0\Big]D_1 ,$$
with no $Z$ inside the first logarithm.

**The one-electron case.** In a one-electron ion, measuring lengths in units of $1/Z$ multiplies all energies by $Z^2$. Hence $\ln k_0(Z)=\ln k_0(1)+\ln Z^2$, and
$$\ln\alpha^{-2}-\ln k_0(Z)=\ln(Z\alpha)^{-2}-\ln k_0(1).$$
Both ways of writing the formula are right, each with its own logarithm. The tempting solution takes $\ln(Z\alpha)^{-2}$ from one and $\ln k_0$ from the other, and so subtracts $\ln Z^2$ twice.

The numbers show the same thing. The p-wave Hamiltonian was diagonalized in a basis containing the function $re^{-Zr}$, the radial form of $\mathbf p\psi$, and functions $r^2e^{-\lambda r}$ with geometrically spaced $\lambda$. This gives $2.9840$ for hydrogen and $4.3703$ for He$^+$, which differ by $\ln4$. The basis is finite, and both values are low by $0.0001$: the closed-form oscillator strengths of hydrogen give $2.98413$ and $4.37042$. Helium's $4.370$ is close to the He$^+$ value, so the $\ln Z^2$ is already in it.

## The electron-electron coefficient

The starting point is the set of known shifts for two particles of masses $1$ and $M$, with reduced mass $\mu=M/(1+M)$. They fix the coefficients of contact operators, which are then used for two electrons. What depends on the charges must be followed: a term linear in the potential changes sign between attraction and repulsion, while two-photon exchange, quadratic in the product of the charges, does not.

**Self-energies.** Each electron sees the other as a "nucleus" with $Z=-1$. Two such terms give, without vacuum polarization,
$$-\frac83\Big[\ln\alpha^{-2}+\frac56-L\Big],$$
where $L$ is the Bethe logarithm of the pair, with its $k_0$ in rydbergs. The constant part is $-20/9$.

**Vacuum polarization.** It modifies the one Coulomb interaction of the pair and is counted once. With $Z=-1$, $\tfrac43Z(-\tfrac15)$ becomes $+4/15$. Using $19/30$ for both electrons would count it twice.

**Anomalous moments.** The contact spin-spin interaction of two electrons is $-\tfrac{8\pi}{3}\alpha^2\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r_{12})$. In a singlet $\mathbf s_1\cdot\mathbf s_2=-\tfrac34$, so it equals $+2\pi\alpha^2\delta(\mathbf r_{12})$. Each moment is enlarged by the factor $1+\alpha/2\pi$, and the product of the two adds $\alpha/\pi$ to first order. The contribution is $+2$.

**Spin-independent exchange.** For the 1s state of an attractive pair, Salpeter's result is $\alpha^3(Z^2/M)|\psi(0)|^2$ times
$$\frac23\ln\frac1{Z\alpha}-\frac83\ln\tilde k-\frac19-\frac73a+T .$$
Here $\tilde k$ is the Bethe energy in units of $\mu Z^2$ Ry, $a=-2(\ln2+\tfrac32)$, and
$$T=-\frac{2}{M^2-1}\Big[M^2\ln\frac1\mu-\ln\frac M\mu\Big].$$

Part of this bracket is the expectation value of $1/r^3$, which must be separated. For the density $|\psi(0)|^2e^{-2\kappa r}$ with $\kappa=Z\mu$, one needs $\int_a^\infty e^{-\beta r}dr/r$ for small $a$. Partial integration gives $-\ln(\beta a)+\int_0^\infty e^{-t}\ln t\,dt=-\ln(\beta a)-\gamma$. The cutoff terms in $P$ cancel against this, leaving $P_{1s}=-4\pi|\psi(0)|^2\ln(2Z\mu)$. Hence
$$-\frac73a=7+\frac{14}3\ln2=-\frac{7}{6\pi}\frac{P_{1s}}{|\psi(0)|^2}+7-\frac{14}{3}\ln(Z\mu).$$

With $\ln\tilde k=L-\ln(\mu Z^2)$, the terms in $\ln Z$ have the coefficient $-\tfrac23+\tfrac{16}3-\tfrac{14}3=0$, as they must if the remainder is a contact operator that does not depend on the state. Those in $\ln\mu$ have $\tfrac83-\tfrac{14}3=-2$. The remainder is
$$\frac23\ln\alpha^{-1}-\frac83L-\frac19+7-2\ln\mu+T .$$

For equal masses, use $1/\mu=(1+M)/M$ and $M/\mu=1+M$ to write
$$T=-2\Big[\ln(1+M)-\frac{M^2\ln M}{M^2-1}\Big]\;\to\;1-2\ln2 ,$$
since $\ln M/(M^2-1)\to\tfrac12$. With $\mu=\tfrac12$, $-2\ln\mu=2\ln2$ cancels the logarithm in $T$. The constant is $-\tfrac19+7+1=\tfrac{71}9$.

**Spin-dependent exchange.** For an attractive pair it multiplies the contact spin-spin term $+\tfrac{8\pi}3\alpha^2\mathbf s_1\cdot\mathbf s_2\,\delta$ by $-\tfrac{3\alpha}{\pi}M\ln M/(M^2-1)\to-\tfrac{3\alpha}{2\pi}$. This is $-4\alpha^3\mathbf s_1\cdot\mathbf s_2\,\delta$. It keeps its sign for two electrons, and the singlet gives $+3$.

**Sum.** The constants add to
$$-\frac{20}9+\frac4{15}+2+\frac{71}9+3=\frac{164}{15}.$$
The logarithms of $\alpha$ give $-\tfrac{16}3\ln\alpha^{-1}+\tfrac23\ln\alpha^{-1}=\tfrac{14}3\ln\alpha$. The pair's Bethe logarithm cancels, $+\tfrac83L-\tfrac83L=0$. This agrees with the double commutator above: two equal charges of equal mass radiate as dipoles only through their total momentum, which their mutual force does not change.

## The expectation values

The densities come from a variational wave function $e^{-2(r_1+r_2)}$ times a polynomial in $r_1,r_2,r_{12}$, built from Laguerre polynomials in the perimetric coordinates $-r_1+r_2+r_{12}$, $r_1-r_2+r_{12}$ and $r_1+r_2-r_{12}$. With 372 functions the energy is $-79.01437$ eV at the nonrelativistic, fixed-nucleus level. Setting $r_1=0$ or $r_{12}=0$ in $\psi^2$ and integrating over the remaining coordinates gives $D_1=3.62081$ and $D_{12}=0.106366$.

A density at a point is more sensitive to basis errors than the energy. A second expression for it averages over all space. Start from $\nabla_1^2(1/r_1)=-4\pi\delta(\mathbf r_1)$, note that $\nabla_2^2(1/r_1)=0$, and integrate by parts with real $\psi$:
$$-4\pi\langle\delta(\mathbf r_1)\rangle=\int\frac1{r_1}\sum_i\big(2|\nabla_i\psi|^2+2\psi\nabla_i^2\psi\big).$$
The Schrödinger equation gives $\sum_i\nabla_i^2\psi=2(V-E)\psi$, so
$$4\pi\langle\delta(\mathbf r_1)\rangle=4\Big\langle\frac{E-V}{r_1}\Big\rangle-2\sum_i\int\frac{|\nabla_i\psi|^2}{r_1}.$$
The same wave function then yields $D_1=3.62085$. The difference of $0.00004$ changes the shift by less than $0.001\,\alpha^3$ hartree. No second expression was evaluated for $D_{12}$, so the digits of $0.106366$ beyond the third figure are those of this basis and are not established. The value lies about $0.00002$ above the given $0.10635$; the converged densities are $D_{12}=0.106345$ and $D_1=3.62086$. An error of $0.00005$ in $D_{12}$ would move the shift by $0.0006\,\alpha^3$ hartree.

For $P$, let $h(r)$ be the probability density of $\mathbf r_{12}$ averaged over directions, so that $h(0)=D_{12}$. Then
$$P=\lim_{a\to0}4\pi\Big[\int_a^\infty\frac{h(r)}r\,dr+h(0)(\gamma+\ln a)\Big].$$
The integral alone diverges as $-h(0)\ln a$, and the second term removes this. In the basis used, $h=e^{-\beta r}Q(r)$ with a polynomial $Q$ and $\beta=4$. Splitting off $Q(0)$ and using the exponential integral above gives
$$P=4\pi\Big[\int_0^\infty e^{-\beta r}\frac{Q(r)-Q(0)}r\,dr-Q(0)\ln\beta\Big]=0.98841 .$$
This lies $0.0006$ below the given $0.989$, which matters by $0.0002$ in the total. $P$ depends on the pair density at short distance and converges more slowly with the basis than the energy, so the digits of $0.98841$ beyond the second are not established.

How fast the limit is reached follows from the electron-electron cusp. At small $r_{12}$ the relative kinetic energy $-\nabla_r^2$ contains $-(2/r)\partial_r\psi$, which must cancel $\psi/r$. Thus $\partial_r\psi=\psi/2$ and $h'(0)=h(0)$. The missing region $r<a$ then makes the cutoff expression lower than $P$ by $4\pi h(0)a$ to first order. Numerical integration gives

| cutoff $a$ (Å) | cutoff expression |
|---|---|
| 0.100 | 0.79837 |
| 0.010 | 0.96385 |
| 0.001 | 0.98590 |

The entries share the basis error of $P$: a better converged wave function raises them by $0.0002$ to $0.0008$. The last cutoff is $0.00189$ bohr, for which the linear estimate is $0.98841-1.3366\times0.00189=0.98588$.

The constant $164/15$ belongs to this definition of $P$, with $a$ in bohr. Replacing $\ln a$ by $\ln(\lambda a)$ adds $4\pi D_{12}\ln\lambda$ to $P$, and the contact constant must then grow by $\tfrac{14}3\ln\lambda$. For $\lambda=2$, forgetting this would cost $0.344\,\alpha^3$ hartree, about as much as the whole Araki-Sucher term.

## The right sum

The electron-nucleus bracket is
$$9.84049+0.63333-4.370=6.10382 ,$$
and the three contributions, in units of $\alpha^3$ hartree, are
$$\begin{aligned}
\tfrac83\times6.10382\times3.62081&=58.935,\\
-12.0278\times0.106366&=-1.279,\\
-0.37136\times0.98841&=-0.367 .
\end{aligned}$$
Therefore
$$E=57.29\,\alpha^3\ \text{hartree}=6.058\times10^{-4}\ \text{eV},$$
with $\alpha^3$ hartree $=1.05742\times10^{-5}$ eV. The tempting result was too small by $9.6555\times1.3863=13.39$, which is the whole discrepancy.

The contact constant $164/15$ is positive, but $\tfrac{14}3\ln\alpha=-22.96$ outweighs it, so the electron-electron contact term lowers the energy. Since the factor $57.29$ contains $\ln\alpha$, the shift is not a pure cubic power of $\alpha$.

The last digit depends mainly on the Bethe logarithm. A change of $0.001$ in $\ln k_0$ changes the sum by $-0.0097$, so rounding $\ln k_0$ to three decimals leaves about $\pm0.005$. Enlarging the basis from 161 to 372 functions moved the sum from $57.287$ to $57.289$, and converged expectation values give $57.290$.

## The ionization energy and the limit of large charge

The ion left behind is shifted too. For He$^+$, $\langle\delta(\mathbf r)\rangle=Z^3/\pi=2.5465$, and its own logarithm gives
$$\tfrac83\times2.5465\,(9.8405+0.6333-4.3703)=41.447 .$$
The ionization energy is $E(\mathrm{He}^+)-E(\mathrm{He})$, so it changes by $41.447-57.289=-15.842$ in units of $\alpha^3$ hartree, or $-1.675\times10^{-4}$ eV. With the converged values, $41.446$ for the ion and $57.290$ for the atom, the difference is $-15.844$. The uncertainty of $\pm0.005$ from rounding $\ln k_0$ carries over, so the result is $-15.84$ to the accuracy of the input. The atom is raised more than the ion, and the electron is bound less strongly.

Two independent He$^+$ electrons would give $2\times41.447=82.89$, against $58.94$ for the electron-nucleus term in helium. The brackets are nearly equal, so the reduction comes from the density: repulsion lowers $D_1$ from $2Z^3/\pi=5.093$ to $3.621$.

For two-electron ions of larger $Z$ the independent-electron picture improves. With $\psi=(Z^3/\pi)e^{-Z(r_1+r_2)}$,
$$D_{12}=\Big(\frac{Z^3}\pi\Big)^2\int_0^\infty4\pi r^2e^{-4Zr}dr=\frac{Z^3}{8\pi}.$$
The electron-nucleus term then grows as $Z^4$ and the electron-electron contact term as $Z^3$, apart from logarithms, so in powers of $Z$ their ratio falls as $1/Z$. The logarithm matters numerically: the bracket $\ln(Z\alpha)^{-2}+\tfrac{19}{30}-2.984$ drops from $2.88$ at $Z=10$ to $1.50$ at $Z=20$, and the magnitude of the ratio moves only from $0.0196$ to $0.0188$. The leading-order formula itself requires $Z\alpha\ll1$. When $Z\alpha$ is not small, the expansion in contact operators fails, because the electron near the nucleus is no longer nonrelativistic.

The result also leaves out nuclear recoil, nuclear size and terms of higher order in $\alpha$. It is the leading QED shift only, to be added to the nonrelativistic energy and the Breit correction of order $\alpha^2$ hartree.

Numerical values quoted here were computed with a short program.
